# Angular-Momentum Factors and the g Tensor of a $d_{z^2}$ Electron

## Problem

One unpaired electron occupies a nondegenerate real d orbital $|0\rangle$. The other real d orbitals $|n\rangle$ lie higher by $\Delta_n>0$. Write the orbital and spin angular momenta as $\mathbf L=\hbar\,\mathbf l$ and $\mathbf S=\hbar\,\mathbf s$, so that $\mathbf l$ and $\mathbf s$ are dimensionless. In Gaussian units, with $e>0$ and $\mu_B=e\hbar/2mc$, the Hamiltonian is

$$H=H_{\rm orb}+\lambda\,\mathbf l\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s),$$

where $\lambda$ is an energy, small compared with every $\Delta_n$.

(a) Tabulate the matrix elements of $l_x,l_y,l_z$ among the real d orbitals, and find which values $2|\langle n|l_i|0\rangle|^2$ can take.

(b) The ground orbital is $d_{z^2}$, and $d_{xz}$ and $d_{yz}$ both lie at $\Delta$. Find $g_\parallel$ (field along $z$) and $g_\perp$ to first order in $\lambda/\Delta$.

## A tempting solution

Second-order perturbation theory gives $g_{ii}=g_e-2\lambda\sum_n|\langle n|l_i|0\rangle|^2/\Delta_n$. This formula is sound and is derived below.

The operator $l_z$ generates rotations about $z$, and $d_{z^2}$ is symmetric about $z$. Hence $l_z|z^2\rangle=0$ and $g_\parallel=g_e$.

For a field along $x$, look at the orbital in the $yz$ plane. It is positive along $z$ and negative along $y$, just as $d_{x^2-y^2}$ is positive along $x$ and negative along $y$. A rotation about $z$ turns $d_{x^2-y^2}$ towards $d_{xy}$ with a matrix element of magnitude 2. By the same geometry, a rotation about $x$ should turn $d_{z^2}$ towards $d_{yz}$ with magnitude 2. The factor is then $2\times 2^2=8$, and $g_\perp=g_e-8\lambda/\Delta$.

## Where it fails

For any real d orbital the diagonal elements of $\mathbf l$ vanish, as shown below, so the sum over the other orbitals is complete:

$$\sum_i\sum_n|\langle n|l_i|0\rangle|^2=\langle 0|l_x^2+l_y^2+l_z^2|0\rangle=l(l+1)=6 .$$

The tempting solution gives $4+4+0=8$, so it cannot be right. The result for $g_\parallel$ used symmetry alone and stands. The fault is in the comparison of shapes.

The orbital that behaves about $x$ as $d_{x^2-y^2}$ behaves about $z$ is $(z^2-y^2)/2$. In equally normalized functions,

$$\frac{2z^2-x^2-y^2}{2\sqrt3}=\frac{\sqrt3}{2}\,\frac{z^2-y^2}{2}-\frac12\,\frac{2x^2-y^2-z^2}{2\sqrt3}.$$

To verify this, put the right side over $4\sqrt3$. The numerator is $3(z^2-y^2)-(2x^2-y^2-z^2)=4z^2-2x^2-2y^2$, as required.

The last function is symmetric about $x$, so $l_x$ annihilates it. Only the first part responds, with amplitude $\sqrt3/2$. The matrix element therefore has magnitude $2\times\sqrt3/2=\sqrt3$, and the factor is $8\times\tfrac34=6$.

## The table

On the unit sphere, use

$$Z=\frac{2z^2-x^2-y^2}{2\sqrt3},\qquad V=\frac{x^2-y^2}{2},\qquad xy,\quad xz,\quad yz .$$

The sphere averages $\overline{x^4}=1/5$ and $\overline{x^2y^2}=1/15$ show that all five have the same mean square:

$$\overline{V^2}=\tfrac14\left(\tfrac15+\tfrac15-\tfrac2{15}\right)=\tfrac1{15},\qquad
\overline{Z^2}=\tfrac1{12}\,\overline{(3z^2-1)^2}=\tfrac1{12}\left(\tfrac95-2+1\right)=\tfrac1{15}.$$

They are also mutually orthogonal, by reflection symmetry and, for $Z$ with $V$, by exchange of $x$ and $y$. A common factor $\sqrt{15}$ normalizes them and cancels from the table, so matrix elements can be read off as coefficients.

From $\mathbf l=-i\,\mathbf r\times\nabla$, the component $l_z=-i(x\partial_y-y\partial_x)$ gives $l_zx=iy$, $l_zy=-ix$ and $l_zz=0$. Cyclic relabelling gives

$$l_xy=iz,\quad l_xz=-iy,\quad l_xx=0;\qquad l_yz=ix,\quad l_yx=-iz,\quad l_yy=0 .$$

Each $l_i$ is a first-order derivative, so the product rule applies. For $Z$,

$$l_xZ=\frac{4z(-iy)-2y(iz)}{2\sqrt3}=-i\sqrt3\,yz,\qquad
l_yZ=\frac{4z(ix)-2x(-iz)}{2\sqrt3}=i\sqrt3\,xz,$$

$$l_zZ=\frac{-2x(iy)-2y(-ix)}{2\sqrt3}=0 .$$

For $V$,

$$l_xV=-y(iz)=-i\,yz,\qquad l_yV=x(-iz)=-i\,xz,\qquad l_zV=x(iy)-y(-ix)=2i\,xy .$$

For the products,

$$l_x(xy)=x(iz)=i\,xz,\qquad l_y(xy)=(-iz)y=-i\,yz,\qquad l_z(xz)=(iy)z=i\,yz .$$

The remaining entries follow from hermiticity. For example, $\langle yz|l_x|Z\rangle=-i\sqrt3$ requires $\langle Z|l_x|yz\rangle=+i\sqrt3$.

| acting on | $l_x$ | $l_y$ | $l_z$ |
|---|---|---|---|
| $Z$ | $-i\sqrt3\,yz$ | $i\sqrt3\,xz$ | $0$ |
| $V$ | $-i\,yz$ | $-i\,xz$ | $2i\,xy$ |
| $xy$ | $i\,xz$ | $-i\,yz$ | $-2i\,V$ |
| $xz$ | $-i\,xy$ | $-i\sqrt3\,Z+i\,V$ | $i\,yz$ |
| $yz$ | $i\sqrt3\,Z+i\,V$ | $i\,xy$ | $-i\,xz$ |

The nonzero squares are 1, 3 and 4, so the factors $2|\langle n|l_i|0\rangle|^2$ are 2, 6 and 8. The squares in each row add to 6.

## From matrix elements to the g tensor

For real orbitals every matrix element of $\mathbf l$ is imaginary. A diagonal element must also be real, because $\mathbf l$ is Hermitian, so $\langle0|\mathbf l|0\rangle=0$. There is no first-order orbital contribution.

The terms that can change the orbital combine into $\sum_i l_i(\lambda s_i+\mu_BB_i)$. Second-order perturbation theory gives an operator acting on the spin alone:

$$H^{(2)}=-\sum_{ij}\Lambda_{ij}(\lambda s_i+\mu_BB_i)(\lambda s_j+\mu_BB_j),\qquad
\Lambda_{ij}=\sum_n\frac{\langle0|l_i|n\rangle\langle n|l_j|0\rangle}{\Delta_n}.$$

Since the elements are imaginary, $\langle0|l_i|n\rangle=-\langle n|l_i|0\rangle$, and $\Lambda_{ij}$ is real and symmetric. The term in $\lambda^2$ is a constant for spin one-half, because $s_is_j+s_js_i=\delta_{ij}/2$. The term in $B^2$ does not contain the spin. The two cross terms are equal and add to $-2\lambda\mu_B\sum_{ij}B_i\Lambda_{ij}s_j$. Adding $g_e\mu_B\mathbf B\cdot\mathbf s$ and comparing with $\mu_B\sum_{ij}B_ig_{ij}s_j$ gives

$$g_{ij}=g_e\delta_{ij}-2\lambda\Lambda_{ij}.$$

For $Z$, the operator $l_x$ reaches only $yz$, $l_y$ reaches only $xz$, and $l_z$ reaches nothing. The tensor is diagonal, with

$$g_{xx}=g_e-\frac{6\lambda}{\Delta_{yz}},\qquad g_{yy}=g_e-\frac{6\lambda}{\Delta_{xz}},\qquad g_{zz}=g_e .$$

With both gaps equal to $\Delta$,

$$\boxed{g_\parallel=g_e,\qquad g_\perp=g_e-\frac{6\lambda}{\Delta}}\qquad\text{to first order in }\lambda/\Delta .$$

The result assumes a pure $Z$ orbital. If surroundings that distinguish $x$ from $y$ make the ground orbital $\cos\eta\,Z+\sin\eta\,V$, then $l_z$ produces $2i\sin\eta\,xy$. The parallel component then shifts already at first order, by $-8\lambda\sin^2\eta/\Delta_{xy}$.

## One hole instead of one electron

In a $d^9$ shell of independent electrons, label each state by its empty spin-orbital. Let $|F\rangle$ be the filled shell, $a_q$ the operator removing an electron from spin-orbital $q$, and $\tilde a$ the time-reversed partner of spin-orbital $a$. For a one-electron operator $O$, the anticommutation rules and $a_p^\dagger|F\rangle=0$ give

$$\langle F|a^\dagger_{\tilde a}\Big(\sum_{pq}O_{pq}a_p^\dagger a_q\Big)a_{\tilde b}|F\rangle=\delta_{ab}\,{\rm Tr}\,O-O_{\tilde b\tilde a}.$$

Time reversal gives $O_{\tilde b\tilde a}=-O_{ab}$ for the odd operators $\mathbf l$ and $\mathbf s$, and $+O_{ab}$ for even operators. The traces of $\mathbf l$, $\mathbf s$ and $\mathbf l\cdot\mathbf s$ vanish. Thus the hole has the same Zeeman operator as an electron, while its orbital energies and spin–orbit coupling are reversed. With one-electron coupling $\zeta>0$, a single electron has $\lambda=\zeta$ and a hole has $\lambda=-\zeta$, with $\Delta$ still the positive excitation energy. A hole in $d_{z^2}$ therefore has $g_\perp=g_e+6\zeta/\Delta$.

## What lies beyond first order

The parallel component is unshifted only at first order. To see the next order, use the states $|m\rangle$ with $l_z|m\rangle=m|m\rangle$. Here $Z$ is $|0\rangle$, and the degenerate pair $xz,yz$ spans $|\pm1\rangle$. In

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+),$$

the state $|0\uparrow\rangle$ couples only to $|1\downarrow\rangle$, and $|1\downarrow\rangle$ couples only back. Since $l_+|0\rangle=\sqrt6\,|1\rangle$, the matrix is

$$\begin{pmatrix}0&\sqrt6\,\lambda/2\\ \sqrt6\,\lambda/2&\Delta-\lambda/2\end{pmatrix}.$$

Its lower state is $c|0\uparrow\rangle-s|1\downarrow\rangle$, with $c=\cos\theta$, $s=\sin\theta$ and $\tan2\theta=\sqrt6\,\lambda/(\Delta-\lambda/2)$. Its partner is $c|0\downarrow\rangle-s|{-1}\uparrow\rangle$. The energies of $xy$ and $x^2-y^2$ do not enter.

Twice the expectation value of $l_z+g_es_z$ in the first state is

$$g_\parallel=g_ec^2+(2-g_e)s^2=g_e-2(g_e-1)s^2 .$$

Twice the matrix element of $l_x+g_es_x$ between the partners contains $g_ec^2$ from the spin and two orbital terms, each $-\sqrt6\,cs$:

$$g_\perp=g_ec^2-2\sqrt6\,cs .$$

Let $r=\lambda/\Delta$. To second order, $s^2\simeq\tfrac32r^2$ and $2cs=\sin2\theta\simeq\sqrt6\,r(1+r/2)$, so

$$g_\parallel\simeq g_e-3(g_e-1)r^2,\qquad g_\perp\simeq g_e-6r-\left(3+\tfrac32g_e\right)r^2 .$$

Both second-order terms are negative for either sign of $\lambda$.

## Numbers

The parameters are round model values, and $g_e=2.0023$. The orbitals are pure d functions. In a real complex, mixing with ligand orbitals generally reduces the metal-centred orbital matrix elements and the effective coupling, so these numbers describe the model and not a particular compound. The "full" values come from numerical diagonalization within the d shell, using ten one-electron states or ten nine-electron determinants. Each $g$ is read from the Zeeman splitting of the lowest doublet.

**One electron in $d_{z^2}$.** Take $\lambda=150\ \mathrm{cm^{-1}}$ and $\Delta=15000\ \mathrm{cm^{-1}}$, so $r=0.01$. The first-order shift of $g_\perp$ is $-6\times0.01=-0.06$, giving $g_\perp=1.9423$. The full values are $g_\perp=1.9417$ and $g_\parallel=2.0020$. At 9.5 GHz the resonance condition $B=h\nu/(g\mu_B)$ gives 3390 G (0.3390 T) for the parallel field and 3496 G (0.3496 T) for the perpendicular field.

**One hole in $d_{z^2}$.** Take $\zeta=800\ \mathrm{cm^{-1}}$ and $\Delta=16000\ \mathrm{cm^{-1}}$, so $r=-0.05$. First order gives $g_\perp=2.002+0.300=2.302$, while the full value is 2.286. The full parallel value is 1.995, slightly below $g_e$, as the negative second-order term requires. The resonance fields are now 3402 G parallel and 2969 G perpendicular, so their order is reversed.

**One hole in $d_{x^2-y^2}$.** Keep the same $\zeta$ and place all excitations at $16000\ \mathrm{cm^{-1}}$. The row for $V$ gives factor 8 along $z$ and factor 2 along $x$ and $y$. The first-order shifts are $8\times0.05=0.40$ and $2\times0.05=0.10$, so $g_\parallel=2.402$ and $g_\perp=2.102$. The full values are 2.383 and 2.092.

For these parameters, the order of the two components distinguishes the hole orbitals: $g_\perp>g_\parallel$ for $d_{z^2}$ and $g_\parallel>g_\perp$ for $d_{x^2-y^2}$. For $d_{x^2-y^2}$ the order depends on the gaps: at first order it requires $8/\Delta_{xy}>2/\Delta_{xz}$, that is $\Delta_{xy}<4\Delta_{xz}$. First order gets the order right in both examples. Its errors in the larger shifts, about 0.02 in each hole case, are near 5% of the first-order shifts themselves.

Numbers in the example were calculated in double precision.
